# How a surface sink clears a uniform band of interstitial clusters

**Q.** You say that the surface controls the dissolution of a band of interstitial clusters in silicon. If so, clusters should disappear at a rate set by the surface, and the cleared depth should grow linearly in time. Where would a square root come from?

**A.** Your inference is right if annihilation at the surface is the slow step. The other case has a surface that annihilates readily, so that the slow step is diffusion through the layer already cleared. The surface then drives the process without limiting it. One model should contain both cases, so that we can see when each applies.

Let depth $x$ run inward from the surface. Free interstitials have concentration $C(x,t)$ and diffusivity $D$. Immobile clusters hold $B(x,t)$ interstitials per volume, initially a uniform $B_0$. Every interstitial is free or bound, so

$$C_t=D\,C_{xx}-B_t .$$

Far inside the band, capture and emission balance at $C=C_{ss}$, which I take as independent of cluster size. The surface pulls $C$ towards its equilibrium value $C^*$ with annihilation velocity $v$:

$$D\,C_x(0)=v\,[C(0)-C^*],\qquad h\equiv D/v .$$

The length $h$ measures how poor a sink the surface is. I shall also use

$$u=C_{ss}-C,\qquad \Delta=C_{ss}-C^*,\qquad \varepsilon=\Delta/B_0,\qquad K=\varepsilon D .$$

Since $C_x=-u_x$ and $C(0)-C^*=\Delta-u(0)$, the surface condition reads

$$u(0)-h\,u_x(0)=\Delta .$$

**Q.** You still need a law for how clusters emit. Does the answer not depend on it?

**A.** One integral does not. Suppose $\varepsilon\ll1$, so that few interstitials are free at any moment. The free population then adjusts quickly compared with the dissolution, and $C_t$ may be dropped:

$$D\,u_{xx}=-B_t=B_0\,\partial_t(1-f),\qquad f=B/B_0 .$$

Multiply by $x+h$ and integrate over the band, treated as deep enough that $u$ and $xu_x$ vanish at its far end. Integration by parts gives

$$\int_0^\infty x\,u_{xx}\,dx=\big[x\,u_x-u\big]_0^\infty=u(0),\qquad \int_0^\infty u_{xx}\,dx=-u_x(0).$$

The left side is therefore $D[u(0)-h\,u_x(0)]$, which the surface condition sets equal to $D\Delta$. Dividing by $B_0$ and integrating from $t=0$, when $f=1$,

$$\int_0^\infty (x+h)\,(1-f)\,dx=Kt .$$

No emission law was used. An interstitial released at depth $x$ must cross a diffusion path $x$ and a surface resistance equivalent to a further length $h$; the integral adds up these costs.

**Q.** That is a moment, not a depth.

**A.** A depth follows once the profile is known. If exchange is so fast that clusters survive wherever $C=C_{ss}$ and are absent elsewhere, then $f=0$ for $x<s$ and $f=1$ beyond. The integral becomes

$$\tfrac12 s^2+hs=Kt,\qquad s=\sqrt{h^2+2Kt}-h .$$

For $s\gg h$ the quadratic term dominates and

$$s\simeq\sqrt{2Kt}.$$

For $s\ll h$ the linear term dominates and $s\simeq Kt/h=v\,\varepsilon\,t$, where $D$ has cancelled. That is your surface-limited case. The square root belongs to a cleared layer much thicker than the sink length: the local exponent $d\ln s/d\ln t=(\tfrac12 s+h)/(s+h)$ is 0.75 at $s=h$ and still 0.55 at $s=10h$.

As a numerical case, take $h=5000$ nm, the material values of the example listed further on, and a core whose capture rate does not depend on cluster size. A finite-difference solution of the coupled free and bound populations gives a removed amount growing as $t^{0.99}$ between 12 500 s and 25 000 s.

**Q.** You dropped $C_t$ because $\varepsilon$ is small. What is the error in $s$?

**A.** For a sharp front and a perfect sink, $h=0$, we can keep $C_t$. The cleared layer obeys the diffusion equation with $C(0)=C^*$ and $C(s)=C_{ss}$. Try $s=2\lambda\sqrt{Dt}$ with constant $\lambda$. Then

$$C-C^*=\Delta\,\frac{\operatorname{erf}\!\big(x/2\sqrt{Dt}\big)}{\operatorname{erf}\lambda}$$

satisfies the equation and both end values. The core is uniform and supplies no flux, so what the front releases must leave through the cleared layer:

$$B_0\frac{ds}{dt}=D\,C_x(s^-).$$

The left side is $B_0\lambda\sqrt{D/t}$. The derivative of the error function makes the right side

$$D\,\frac{\Delta}{\operatorname{erf}\lambda}\,\frac{2}{\sqrt\pi}\,e^{-\lambda^2}\,\frac{1}{2\sqrt{Dt}} .$$

Equating them and cancelling $\sqrt{D/t}$,

$$\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon .$$

Time has dropped out, so in this sharp-front model the square root holds for any $\varepsilon$, and only its coefficient changes. For small $\lambda$, $\operatorname{erf}\lambda\simeq(2/\sqrt\pi)(\lambda-\lambda^3/3)$, and the left side becomes

$$2\lambda^2(1+\lambda^2)(1-\tfrac13\lambda^2)\simeq2\lambda^2(1+\tfrac23\lambda^2).$$

Replacing $\lambda^2$ in the correction by its leading value $\varepsilon/2$,

$$\lambda^2\simeq\frac{\varepsilon}{2}\Big(1-\frac{\varepsilon}{3}\Big),\qquad s^2=4\lambda^2Dt\simeq2Kt\Big(1-\frac{\varepsilon}{3}\Big).$$

The relative error of $\sqrt{2Kt}$ is about $\varepsilon/6$. At $\varepsilon=0.1$, a calculation that follows the total interstitial content and prescribes no front gives a depth of 49.19 grid cells against 49.20 from the equation for $\lambda$, with a time exponent of 0.5001.

**Q.** Clusters cannot emit infinitely fast. With a finite rate, the undersaturation leaks into the core and dissolves clusters ahead of your front. Does a front survive?

**A.** It does for a class of emission laws. Let the clusters exchange at the rate

$$B_t=-\frac{D}{L^2}\,g(f)\,u,\qquad g(f)=f^p,$$

where $L$ is the capture length of the intact core. Look for a profile that moves without changing shape, with $\xi=x-s(t)$:

$$f=F(\xi),\qquad u=\frac{B_0}{D}\frac{ds}{dt}\,\varphi(\xi).$$

Since $f_t=-F'\,ds/dt$, the balance $Du_{xx}=-B_0f_t$ and the exchange law become

$$\varphi''=F',\qquad F'=\frac{g(F)\,\varphi}{L^2}.$$

The speed has cancelled from both equations, so the same shape serves a front that slows down in any manner.

A uniform starting band also fits. Deep in the core $1-F$ decays exponentially, so at $t=0$ the profile can be placed infinitely far outside the surface. It reaches the surface in a finite time.

**Q.** How far does dissolution extend ahead of the cleared zone?

**A.** Integrate the first equation outward from the deep core, where $\varphi'=0$ and $F=1$. This gives $\varphi'=F-1$. Dividing by the second equation,

$$\varphi\,\frac{d\varphi}{dF}=\frac{\varphi\,\varphi'}{F'}=-L^2\,\frac{1-F}{g(F)} .$$

Integrate from the edge, $F=0$, to the deep core, $F=1$, where $\varphi=0$. With $\ell\equiv\varphi(0)$,

$$\ell^2=2L^2\int_0^1\frac{1-f}{g(f)}\,df .$$

The meaning of $\ell$ follows from $\varphi'=F-1$:

$$\int_0^\infty(1-F)\,d\xi=-\int_0^\infty\varphi'\,d\xi=\varphi(0)=\ell .$$

The amount removed per area is thus $B_0(s+\ell)$: all of the clusters down to $s$, and the equivalent of a further depth $\ell$ from the partly dissolved core.

The moment identity also needs

$$M=\int_0^\infty\xi(1-F)\,d\xi=\int_0^\infty\varphi\,d\xi=\int_0^1\frac{\varphi}{F'}\,dF=L^2\int_0^1\frac{df}{g(f)} .$$

The second form comes from integration by parts, with vanishing end terms. Splitting the identity at $x=s$,

$$\tfrac12s^2+hs+(s+h)\,\ell+M=Kt .$$

Doubling and completing the square,

$$(s+\ell+h)^2=2Kt+\ell^2+h^2-2M,$$

$$s=\sqrt{2Kt+\ell^2+h^2-2M}-\ell-h .$$

Setting $s=0$ gives the time at which the surface region first empties, $t_0=(M+h\ell)/K$. The formula for $s$ applies from then on. At late times the square root of $2Kt$ returns, with a constant lag $\ell+h$.

**Q.** What if emission is proportional to the number of bound interstitials?

**A.** That is $p=1$, and the integral for $M$ diverges. Since $u$ is bounded, $f$ decays at a bounded relative rate and never reaches zero. There is no sharp edge, and the formula for $s$ does not apply; it needs $p<1$. The moment identity still holds. The finite-difference solution for $p=1$ finds no exactly empty region, and its moment agrees with $Kt$ to the five decimals printed. Only the exact zero is lost: a profile of fixed shape still advances, and behind it $f$ becomes negligibly small. With the values of the example below, the level $f=0.5$ moves from 135 nm at 500 s to 195 nm at 1000 s.

**Q.** Put numbers in. I suspect that the lag is not small.

**A.** Take a 300 nm band at 800 °C with these round, rough parameters:

- $D=10^{-7}$ cm²/s and $C^*=10^{10}$ cm⁻³
- $C_{ss}/C^*=1000$
- $B_0=5\times10^{18}$ cm⁻³
- 50 interstitials per cluster, capture radius $a=2$ nm

Then $\Delta=999\times10^{10}=9.99\times10^{12}$ cm⁻³ and $\varepsilon=2.0\times10^{-6}$, so the quasi-steady step is safe. The front constant is

$$K=10^{-7}\times1.998\times10^{-6}\ \text{cm}^2/\text{s}=2.0\times10^{-13}\ \text{cm}^2/\text{s}=20\ \text{nm}^2/\text{s}.$$

Only the product $D\Delta$ enters $K$, so $D$ and $C^*$ need not be known separately for the sharp-front depth.

The cluster density is $N=B_0/50=10^{17}$ cm⁻³. Diffusion to spheres of radius $a$ removes $4\pi aDN$ interstitials per volume and time for each unit of concentration difference. Matching this to $D/L^2$,

$$L=(4\pi aN)^{-1/2}=19.9\ \text{nm}.$$

For compact clusters of fixed number the radius varies as $f^{1/3}$, so I take $p=1/3$. The integrals are

$$\int_0^1(f^{-1/3}-f^{2/3})\,df=\tfrac32-\tfrac35=0.9,\qquad\int_0^1f^{-1/3}\,df=\tfrac32 .$$

Hence $\ell=\sqrt{1.8}\,L=26.8$ nm and $M=1.5L^2=597$ nm². With a perfect sink the surface region empties after $t_0=597/20=30$ s. After 1000 s the sharp-front law gives

$$\sqrt{2\times19.98\times1000}\ \text{nm}=199.9\ \text{nm},$$

while finite exchange gives 171.9 nm. The finite-difference solution puts the edge at 172 nm on a 1 nm grid. The lag is indeed not small: clearing 200 nm takes about 1300 s instead of 1000 s.

**Q.** Then the sharp-front law is wrong by 14 % for a quite ordinary anneal.

**A.** For the edge, yes: the difference of 28 nm is 14 % of the sharp value, or 16 % of the finite-exchange depth. It is much better for the amount removed. The equivalent removed depth is $s+\ell=198.7$ nm, within 1 % of the sharp value, and the removed dose is $9.9\times10^{13}$ cm⁻². The clusters lost beyond the ideal front nearly compensate for those that remain on its surface side.

**Q.** Could I then test the square root by measuring the edge at two times?

**A.** You would get a misleading exponent. The edge is at 112.9 nm after 500 s and 171.9 nm after 1000 s, so the apparent exponent is $\log_2(171.9/112.9)=0.607$. The reason can be derived. For $h=0$, differentiating the front equation gives $ds/dt=K/(s+\ell)$, and so

$$\frac{d\ln s}{d\ln t}=\frac{Kt}{s(s+\ell)}=\frac{\tfrac12s^2+\ell s+M}{s(s+\ell)}=\frac12+\frac{\tfrac12\ell s+M}{s(s+\ell)} .$$

The excess over one half is positive and fades roughly as $\ell/2s$ once $s\gg\ell$. For the removed dose the exponent over the same interval is 0.509. With a perfect sink and a band that starts at the surface, the dose is therefore the better quantity for testing the law. A finite sink length raises its exponent too: $h=10$ nm gives 0.54.

**Q.** Your band starts at the surface and your surface is perfect. Implanted bands are often buried.

**A.** Let a cluster-free cap of thickness $b$ lie above the band, and measure $s$ from the band's top. The cap has no sources, so $u$ is linear through it and it adds a diffusion path $b$. In the front equation $h$ is replaced by $h+b$. With a perfect sink and $b=50$ nm, the edge after 1000 s is 128 nm below the band's top, in both the formula and the finite-difference solution.

Without a cap, a sink length of 10 nm reduces the 171.9 nm to 162.2 nm.

**Q.** The band also has a back face. Why do interstitials not escape into the wafer, which is a far larger sink?

**A.** They do, but the wafer offers an ever longer path. Hold the back face at excess $\Delta$ against a clean, semi-infinite substrate. The excess there is $\Delta\operatorname{erfc}(y/2\sqrt{Dt})$ at distance $y$ from the face, and the outward flux is $D\Delta/\sqrt{\pi Dt}$. Integrating over time and dividing by $B_0$ gives the recession

$$r=2\varepsilon\sqrt{\frac{Dt}{\pi}},\qquad \frac{r}{\sqrt{2Kt}}=\sqrt{\frac{2\varepsilon}{\pi}} .$$

This is also a square root in time, but with a small coefficient: 0.2 nm here. Unlike $K$, this loss depends on $D$ and $C^*$ separately. At fixed $K$ it varies as $D^{-1/2}$, so $D=10^{-10}$ cm²/s with $C^*=10^{13}$ cm⁻³ would give 7 nm.

Traps keep the path short. Let the substrate contain irreversible traps of density $N_t$, with $\Delta\ll N_t\ll B_0$. They fill up to a distance $y_t$, where $N_t\,dy_t/dt=D\Delta/y_t$, so $y_t=\sqrt{2D\Delta t/N_t}$. The band loses a depth

$$r=\frac{N_ty_t}{B_0}=\sqrt{2Kt}\,\sqrt{\frac{N_t}{B_0}} .$$

For $N_t=10^{16}$ cm⁻³ this is 8.9 nm after 1000 s. With finite exchange it is an equivalent removed depth, not a cleared layer: it is smaller than $\ell=26.8$ nm, so the clusters near the back face are only partly dissolved. That face lies about six capture lengths beyond the edge at 172 nm, so the edge is hardly affected.

**Q.** How close is all this to real silicon? Clusters coarsen during an anneal.

**A.** The example is set in the regime of rod-like {311} defects, which at around 800 °C dissolve over minutes. The parameters are rough. Real {311} defects are elongated, so the spherical capture law is a simplification. The capture radius matters too: a compact cluster of 50 atoms at silicon's density has a radius of only about 0.62 nm, not 2 nm. With that radius $L$ would be 36 nm, and the edge after 1000 s would lie at 148 nm instead of 172 nm. A single implant gives a peaked profile, and a uniform 300 nm band would need several energies. The bound dose, $1.5\times10^{14}$ cm⁻², is high enough that dislocation loops may form; they are left out, as are dopant-interstitial clusters.

The assumption most clearly broken is the constant $C_{ss}$. Larger clusters bind interstitials more strongly, so coarsening lowers the supersaturation. If $C_{ss}$ drifts slowly and uniformly, the derivation goes through with $Kt$ replaced by $\int K\,dt$. As a chosen illustration, let the binding deepen linearly in time by 0.05 eV over the anneal. With $k_BT=0.0925$ eV, $K$ ends at $e^{-0.541}=0.58$ of its initial value and averages

$$\frac{1-e^{-0.541}}{0.541}=0.77$$

of it. The edge then reaches 148 nm instead of 172 nm, with $L$ held fixed. Coarsening would also reduce the number of clusters and lengthen $L$, which this estimate omits, and the omission is not small. A cluster exchanges its content in about $L^2/K=20$ s, so a fixed number cannot be expected over 1000 s once $C_{ss}$ depends on size. Take a spread of sizes $n$ with $C_{ss}\propto n^{-\beta}$ and $\beta$ from 0.2 to 0.35, for which $C_{ss}$ ends at 0.7 to 0.5 of its initial value. Then only 16 % to 11 % of the clusters survive, $L$ roughly doubles, and the cleared depth falls by a further 20 to 25 nm, while the removed dose changes by 2 % or less.

**Q.** And if my furnace is 5 K too hot?

**A.** With a rough activation energy of 3.7 eV for $K$, it rises by 20 %, and the sharp-front depth by 10 %. A temperature error of that size can therefore hide the effect of a 10 nm sink length.

**Q.** One last doubt. Your clusters are 21.5 nm apart, your offset $\ell$ is 27 nm, and $f$ rises from 0.1 to 0.9 within 50 nm. Is there a front at all at that scale?

**A.** Not as a smooth surface. With spacing and offset nearly equal, $f(x)$ can be read only as an average over a large lateral area, and the depth of the last surviving cluster at one spot will scatter. I have not calculated that scatter. The continuum result is an area-averaged depth, and it becomes more trustworthy as $s$ grows beyond both lengths. The numerical output below gives the further values for this example.

## Computed results

```
Temperature: 1073.15 K; kT = 0.09248 eV
D = 1.0e-07 cm2/s; C* = 1.0e+10 cm^-3
Core supersaturation: 1000
Excess free concentration: 9.990e+12 cm^-3
Bound density B0: 5.0e+18 cm^-3; band 300 nm
Bound dose in band: 1.50e+14 cm^-2
eps = excess/B0: 1.998e-06
K: 19.98 nm2/s = 1.998e-13 cm2/s
Interstitials per cluster: 50
Capture radius: 2.0 nm
Cluster density: 1.0e+17 cm^-3
Mean cluster spacing: 21.5 nm
Capture length L: 19.95 nm; exponent p = 0.333
Front offset ell: 26.76 nm; M = 596.8 nm2
Surface empties at: 29.9 s; grid 30.2 s
t = 100 s: sharp 63.2 nm, finite exchange 32.6 nm
t = 250 s: sharp 99.9 nm, finite exchange 70.8 nm
t = 500 s: sharp 141.4 nm, finite exchange 112.9 nm
t = 1000 s: sharp 199.9 nm, finite exchange 171.9 nm
Grid front at 1000 s: 172 nm
Removed depth s+ell: 198.7 nm; grid 198.7 nm
Removed dose: 9.935e+13 cm^-2
First moment grid/(K t): 1.00000
Apparent exponent of s, 500-1000 s: 0.607
Apparent exponent of removed dose: 0.509
Time to clear 200 nm, sharp: 1001 s
Time to clear 200 nm, finite exchange: 1299 s
Sharp-front test exponent (eps = 0.1): 0.5001
Sharp-front test depth: grid 49.19, exact 49.20 cells
Deep-face test recession: 11.87, exact 11.87 cells
Trap test ratio: grid 0.2021, formula 0.2000
Surface-limited exponent (h = 5000 nm): 0.9935
First-order exchange, moment/(K t): 1.00000
Front below a 50 nm cap: 128.1 nm; grid 128 nm
Front with h = 10 nm: 162.2 nm
Deep-face loss, clean substrate: 0.225 nm
Deep-face loss, traps 1e+16 cm^-3: 8.9 nm
Core fall by 0.05 eV: final factor 0.582, mean 0.772
Front with falling core: 147.6 nm; grid 148 nm
K change for +5 K at 3.7 eV: 20.4 %
Sharp depth change for the same error: 9.7 %
```
